# Stability polytopes of ternary and quaternary compounds by half-space intersection

## Definitions and conventions

A host compound contains $n_i>0$ atoms of element $i$ per formula unit, with $i=1,\dots,k$ and $N=\sum_i n_i$ atoms in all. Its formation energy from the elements is $H$. A competing phase $p$ has composition $m_{pi}\ge 0$, atom count $|m_p|=\sum_i m_{pi}$ and formation energy $E_p$. The elements are among the competitors, with $E_p=0$. Energies are in eV per formula unit unless stated otherwise.

The chemical potential $\mu_i$ is measured from the energy per atom of element $i$ in its reference phase. Forming one unit of phase $p$ takes $m_{pi}$ atoms from each reservoir and changes the energy by

$$E_p-m_p\cdot\mu,\qquad m_p\cdot\mu=\sum_i m_{pi}\mu_i .$$

The elemental reference energies have cancelled, because they enter both terms. If this change were negative, phase $p$ would precipitate. If it were zero for the host, the host would be in equilibrium with the reservoirs. The host is therefore stable on the set

$$n\cdot\mu=H,\qquad m_p\cdot\mu\le E_p\ \text{ for every } p. \tag{1}$$

The phases are taken as stoichiometric with fixed energies. At finite temperature and pressure the same equations hold with formation free energies at those conditions.

The region is bounded. The elemental inequalities give $\mu_i\le0$, and the host equation gives $n_i\mu_i=H-\sum_{j\ne i}n_j\mu_j\ge H$, because every subtracted term is non-positive. Hence $H/n_i\le\mu_i\le0$. This argument needs $n_i>0$; a dopant absent from the host has no such lower bound.

## A ternary host by hand

Take a host ABX$_3$ with $H=-15.5$ eV and these round model energies:

- AX: $-5.5$; AX$_2$: $-6.0$; BX$_2$: $-9.0$
- B$_2$X$_3$: $-14.0$; A$_2$BX$_4$: $-21.2$; AB: $-1.0$

The host equation leaves two free variables. Convenient ones are $x=\mu_X$ and $u=\mu_A+\mu_X$, so that

$$\mu_A=u-x,\qquad \mu_B=-15.5-(u-x)-3x=-15.5-u-2x .$$

Substitution turns each competitor into a half-plane:

- X: $x\le0$.
- A: $u-x\le0$.
- B: $-15.5-u-2x\le0$, so $u+2x\ge-15.5$.
- AX: $u\le-5.5$.
- AX$_2$: $\mu_A+2\mu_X=u+x\le-6.0$.
- BX$_2$: $\mu_B+2\mu_X=-15.5-u\le-9.0$, so $u\ge-6.5$.
- B$_2$X$_3$: $2\mu_B+3\mu_X=-31-2u-x\le-14$, so $2u+x\ge-17$.
- A$_2$BX$_4$: $2\mu_A+\mu_B+4\mu_X=u-15.5\le-21.2$, so $u\le-5.7$.
- AB: $\mu_A+\mu_B=-15.5-3x\le-1$, so $x\ge-4.833$.

Thus $u$ lies between $-6.5$ and $-5.7$. The bound from AX is weaker than that from A$_2$BX$_4$ and has no effect. The bound from A has none either, since $x\ge-4.833$ already exceeds every allowed $u$.

For each $u$, the upper limit of $x$ is the smaller of $0$ and $-6-u$. These cross at $u=-6$. The lower limit is the largest of $-17-2u$, $-(15.5+u)/2$ and $-4.833$. The first two cross where

$$-17-2u=-7.75-\tfrac12u\ \Rightarrow\ u=-6.167,\quad x=-4.667,$$

and the last two cross at $u=-5.833$. Converting the corners back to potentials gives seven vertices, in eV:

- $(\mu_A,\mu_B,\mu_X)=(-6.500,-9.000,0)$, with X and BX$_2$
- $(-6.000,-9.500,0)$, with X and AX$_2$
- $(-5.400,-9.200,-0.300)$, with AX$_2$ and A$_2$BX$_4$
- $(-2.500,-1.000,-4.000)$, with BX$_2$ and B$_2$X$_3$
- $(-1.500,0,-4.667)$, with B and B$_2$X$_3$
- $(-1.000,0,-4.833)$, with B and AB
- $(-0.867,-0.133,-4.833)$, with A$_2$BX$_4$ and AB

"X-rich" is not one point here: the edge $\mu_X=0$ still allows $\mu_A$ to vary by 0.5 eV. "X-poor" is an edge too, between the last two vertices.

## How the region disappears

Now let $H$ be free. The BX$_2$ condition becomes $H-u\le-9.0$, and the A$_2$BX$_4$ condition becomes $u+H\le-21.2$. Together,

$$H+9.0\ \le\ u\ \le\ -21.2-H .$$

The width of this strip is $-30.2-2H$. It is 0.8 eV for $H=-15.5$, zero for $H=-15.1$, and negative above that. At $H=-15.0$ the two conditions demand $u\ge-6.0$ and $u\le-6.2$, so the region is empty.

The threshold is the energy of a mixture. Half a unit of BX$_2$ and half a unit of A$_2$BX$_4$ contain one A, $\tfrac12+\tfrac12=1$ B and $1+2=3$ X, and their energy is $(-9.0-21.2)/2=-15.1$ eV. A host at $-15.0$ eV releases 0.1 eV on decomposing into them. This suggests that one quantity, the lowest energy of a competing mixture, decides whether the region exists.

## The decomposition energy as a maximum over potentials

For any composition $c$ with non-negative entries, define

$$D(c)=\min_{w}\Big\{\sum_p w_pE_p:\ \sum_p w_pm_p=c,\ w_p\ge0\Big\},\qquad D\equiv D(n).$$

The minimum exists: the elements supply at least one mixture, and fixed composition bounds every $w_p$. The claim is

$$D=\max_\mu\{n\cdot\mu:\ m_p\cdot\mu\le E_p\ \text{for all }p\}. \tag{2}$$

One direction is direct. If $\mu$ satisfies the inequalities and $w$ is an optimal mixture, then

$$n\cdot\mu=\sum_pw_p\,m_p\cdot\mu\le\sum_pw_pE_p=D .$$

For the other direction, note that scaling a mixture gives $D(sc)=sD(c)$ for $s>0$, and joining two mixtures gives $D(c+c')\le D(c)+D(c')$. Together these make $D(c)$ convex. Since all $n_i>0$, the point $n$ is interior to the domain, where a convex function has a supporting plane. Let its slope be $\mu^*$:

$$D(c)\ge D(n)+\mu^*\cdot(c-n)\quad\text{for all }c .$$

Setting $c=sn$ gives $(s-1)D\ge(s-1)\,n\cdot\mu^*$. Values of $s$ above and below 1 give opposite inequalities, so $D=n\cdot\mu^*$. The plane then reads $D(c)\ge\mu^*\cdot c$. Setting $c=m_p$, and using $D(m_p)\le E_p$ because phase $p$ is itself one possible mixture, gives $m_p\cdot\mu^*\le E_p$. Thus $\mu^*$ is admissible and attains $D$, which proves (2).

## One linear program for the verdict

A competitor with the host's own composition ratio, $m_p=\gamma n$, is a polymorph or a multiple of its formula. On the host plane its condition is the number $\gamma H\le E_p$, independent of $\mu$. If this is violated, the region is empty. If it holds, the phase is dropped from the list. Below, $D$ refers to the remaining competitors.

Seek the largest common margin per atom:

$$\max_{\mu,t}\ t\quad\text{subject to}\quad n\cdot\mu=H,\qquad m_p\cdot\mu+t|m_p|\le E_p. \tag{3}$$

The result is

$$t_{\max}=\frac{D-H}{N}. \tag{4}$$

To prove it, take any admissible pair and raise every potential by $t$. The new potentials $\mu_i+t$ satisfy $m_p\cdot\mu+t|m_p|\le E_p$, so (2) bounds their host sum: $H+tN\le D$. Hence $t\le(D-H)/N$. Conversely, choose $t=(D-H)/N$ and $\mu_i=\mu_i^*-t$. Then $n\cdot\mu=D-tN=H$, and $m_p\cdot\mu+t|m_p|=m_p\cdot\mu^*\le E_p$. The bound is attained, for either sign of $t$.

Three cases follow.

- $D<H$: a point of region (1) would be admissible in (3) with $t=0$, contradicting $t_{\max}<0$. The region is empty.
- $D=H$: the region is non-empty. For any of its points and an optimal mixture, $\sum_pw_p(E_p-m_p\cdot\mu)=D-H=0$. No term is negative, so each phase with $w_p>0$ is at equality throughout the region. Since $m_p$ is not proportional to $n$, this is an additional independent equation, and the dimension is at most $k-2$.
- $D>H$: any solution of (3) satisfies every inequality strictly. Small moves within the host plane remain allowed, so the region has its full dimension $k-1$.

The multipliers $\lambda_p\ge0$ of the inequalities in (3) name the decomposition products. With $y$ the multiplier of the host equation, stationarity of

$$t+\sum_p\lambda_p(E_p-m_p\cdot\mu-t|m_p|)+y(n\cdot\mu-H)$$

with respect to $\mu$ and $t$ gives $\sum_p\lambda_pm_p=yn$ and $\sum_p\lambda_p|m_p|=1$. Summing the first over elements gives $1=yN$. The weights $w_p=N\lambda_p$ therefore satisfy $\sum_pw_pm_p=n$. A multiplier is non-zero only where its inequality is an equality, hence

$$\sum_pw_pE_p=\sum_pw_p(m_p\cdot\mu+t_{\max}|m_p|)=H+Nt_{\max}=D .$$

They form an optimal mixture. A solver that minimizes $-t$ may report the multipliers as non-positive derivatives; their signs must then be reversed.

For the host at $-15.5$ eV, $D-H=0.4$ eV per formula unit, or 38.6 kJ/mol, and $t_{\max}=0.4/5=0.08$ eV per atom. The program returns the potentials $(-2.18,-1.08,-4.08)$ eV. For BX$_2$ their sum is $-1.08-8.16=-9.24$, which lies below $-9.0$ by $3\times0.08$ eV, as (3) requires for three atoms. The value $t_{\max}$ is unique, but the potentials that attain it need not be. Here BX$_2$ and A$_2$BX$_4$ with their margins fix $u=-6.26$ eV, while X ($x\le-0.08$) and B$_2$X$_3$ ($2u+x\ge-16.6$) leave $x$ free between $-4.08$ and $-0.08$ eV. The point quoted is one end of this segment, and another solver may return a different one.

## Vertices from a dual convex hull

For $t_{\max}>0$, eliminate one host element $e$:

$$\mu_e=\frac{H-\sum_{i\ne e}n_i\mu_i}{n_e}.$$

Insert this into $m_p\cdot\mu\le E_p$ and collect the remaining potentials in a vector $z$ of dimension $d=k-1$:

$$a_p\cdot z\le b_p,\qquad a_{pi}=m_{pi}-m_{pe}\frac{n_i}{n_e},\qquad b_p=E_p-m_{pe}\frac{H}{n_e}. \tag{5}$$

Let $z_0$ be the reduced form of any solution $\mu^{(0)}$ of (3); the vertices found below do not depend on the choice. Since (5) is a substitution, the slack is unchanged:

$$s_p=b_p-a_p\cdot z_0=E_p-m_p\cdot\mu^{(0)}\ge t_{\max}|m_p|>0 .$$

Write $z=z_0+v$. Then $a_p\cdot v\le s_p$, and division by the positive slack gives

$$y_p\cdot v\le1,\qquad y_p=a_p/s_p. \tag{6}$$

Each half-space has become a point $y_p$. A displacement $v$ is allowed when all these points lie on the side $y\cdot v\le1$ of a plane.

The origin is strictly inside the convex hull of the $y_p$. Otherwise some $v\ne0$ would have $y_p\cdot v\le0$ for all $p$, and $z_0+\tau v$ would be allowed for every $\tau>0$, contradicting boundedness. No facet plane passes through the origin, so each can be written $y\cdot v=1$ with a unique $v$.

A vertex of the stability region is an allowed point whose active constraints have $d$ linearly independent normals. Equivalently, the plane $y\cdot v=1$ has all dual points on one side and contains $d$ linearly independent ones. Because the plane misses the origin, $d$ such points span it, and it is a facet plane. The argument reverses, so vertices and facet planes correspond one to one. A hull routine that returns a facet as $\nu\cdot y+c=0$, with $\nu\cdot y+c\le0$ inside, has $c<0$ at the interior origin, and the vertex is

$$z=z_0+\frac{\nu}{-c}. \tag{7}$$

The hand example shows the map at work. In the coordinates $(u,x)$, which are a linear change of variables, the interior point is $(-6.26,-4.08)$. Constraint B has normal $(-1,-2)$ and slack $15.5-6.26-8.16=1.08$. Constraint B$_2$X$_3$ has normal $(-2,-1)$ and slack $17-12.52-4.08=0.40$. The line through their two dual points obeys

$$-v_u-2v_x=1.08,\qquad-2v_u-v_x=0.40 .$$

The first equation gives $v_u=-1.08-2v_x$. Inserting it in the second gives $2.16+3v_x=0.40$, so $v_x=-0.587$ and $v_u=0.093$. Adding these to the interior point gives $(-6.167,-4.667)$, the vertex found earlier.

## The general procedure

1. Collect the elements and all known competing compounds, including those with only some of the host's elements. Treat polymorphs by their energies.
2. Solve (3). If $t_{\max}<0$, report an empty region and the products $w_p$. If it vanishes within numerical tolerance, report a marginal host.
3. Otherwise form (5), compute the slacks and dual points, and construct their convex hull. For a binary host $d=1$, and a hull routine may refuse one-dimensional input. The hull is then the interval between the smallest and largest $y_p$, and the two vertices are $z_0+1/y_{\min}$ and $z_0+1/y_{\max}$.
4. Convert each facet by (7), restore $\mu_e$, and merge repeated vertices. Repetition arises when a hull routine divides a facet with more than $d$ points into simplices.
5. At each vertex, list the phases with $E_p-m_p\cdot\mu=0$ within tolerance.

The direct alternative solves the host equation with every set of $k-1$ competitors and retains the allowed solutions. With nine competitors the ternary example has $\binom92=36$ sets. This is a useful independent check. The numerical check makes that comparison, and also compares the vertices with tangent planes of the energy–composition hull.

Those tangent planes give the vertices their thermodynamic meaning. For atomic fractions $f_i$, the plane $\sum_if_i\mu_i$ passes through the host's energy per atom and lies on or below that of every competitor. At a vertex it touches at least $k-1$ competitors that, together with the host, have independent compositions. The host thus coexists with enough phases to fix all $k$ potentials.

## A quaternary host

The same procedure applies to A$_2$BCX$_4$ with $H=-5.0$ eV. The model energies are A$_2$X $-1.0$, AX $-0.6$, BX $-2.0$, CX $-1.2$, CX$_2$ $-1.5$ and A$_2$CX$_3$ $-2.6$ eV.

The cheapest mixture is BX + A$_2$CX$_3$, with $D=-2.0-2.6=-4.6$ eV. Thus $t_{\max}=0.4/8=0.05$ eV per atom, and the region is a three-dimensional polyhedron. It has 10 vertices, 15 edges and 7 faces, consistent with Euler's relation $10-15+7=2$. The elements A, B and C supply no face.

One vertex can be checked by hand. Coexistence with A$_2$X, BX and CX requires

$$2\mu_A=-1.0-\mu_X,\quad\mu_B=-2.0-\mu_X,\quad\mu_C=-1.2-\mu_X .$$

The host equation $2\mu_A+\mu_B+\mu_C+4\mu_X=-5.0$ becomes $-4.2+\mu_X=-5.0$. Hence $\mu_X=-0.8$, and $(\mu_A,\mu_B,\mu_C)=(-0.1,-1.2,-0.4)$ eV. This is the most X-poor vertex in the computed list.

BX and A$_2$CX$_3$ share no vertex, although they are the decomposition products. Their compositions add up to the host's, so $m_{\mathrm{A_2CX_3}}\cdot\mu=H-m_{\mathrm{BX}}\cdot\mu$ on the host plane. The two conditions become

$$-2.4\le\mu_B+\mu_X\le-2.0 ,$$

which are parallel faces 0.4 eV apart in this variable. Raising $H$ to $-4.6$ eV would bring them together.

## Using the result, and where it fails

At fixed charge state and Fermi level, the formation energy of a defect depends linearly on the potentials. Every point of the polytope is a weighted average of its vertices, so a linear function attains its smallest and largest values at vertices. For a neutral X vacancy, one X atom is returned to the reservoir and the formation energy contains $+\mu_X$. In the ternary example it falls by 4.83 eV between $\mu_X=0$ and the X-poor edge.

The separate ranges of the potentials must not be combined freely. In the ternary example the individual maxima are $-0.867$, $0$ and $0$ eV. Together they give $n\cdot\mu=-0.867$ eV instead of $-15.5$ eV, so they describe no equilibrium of the host.

The verdict is conditional on the phase list. For the unstable ternary host at $H=-15.0$ eV, omitting A$_2$BX$_4$ changes $t_{\max}$ from $-0.02$ to $+0.10$ eV per atom and produces a region with five vertices. The cheapest remaining mixture is AX + BX$_2$ at $-14.5$ eV, which lies above the host. Adding a competitor can lower $D$ or leave it unchanged, but cannot raise it, because the old mixtures remain available. A positive margin from an incomplete list is therefore an upper bound on the margin for the complete list.

Energy errors matter on the scale of $D-H$, not on that of $H$. In the stable ternary example, raising $H$ by 0.4 eV, under 3% of its magnitude, collapses the polygon to a line segment, and any larger rise empties it. Polymorphs were dropped from $D$, so their gap must be watched separately. A polymorph of ABX$_3$ at $-15.49$ eV leaves $D-H$ at 0.4 eV, yet any rise of $H$ by more than 0.01 eV empties the region at once, without the polygon first shrinking to a segment. The relevant scale is the smaller of the two gaps. An empty region means that no reservoir potentials hold the host in equilibrium against the listed phases. It does not exclude a long-lived metastable sample, but potentials for such a sample need a stated constraint, such as the suppression of a particular competitor.

## Computed results

```
Energies in eV per formula unit, mu in eV
Random sets: 40 stable, 20 empty
TERNARY host ABX3: H = -15.5
  E(AX) = -5.5
  E(AX2) = -6.0
  E(BX2) = -9.0
  E(B2X3) = -14.0
  E(A2BX4) = -21.2
  E(AB) = -1.0
D = -15.100 eV; t = 0.0800 eV/atom
D-H = 0.400 eV = 38.6 kJ/mol
Cheapest mixture: 0.500 BX2 + 0.500 A2BX4
Interior point: -2.180 -1.080 -4.080
Vertices: mu_A mu_B mu_X | coexisting phases
V1:  -6.500  -9.000   0.000 | X,BX2
V2:  -6.000  -9.500   0.000 | X,AX2
V3:  -5.400  -9.200  -0.300 | AX2,A2BX4
V4:  -2.500  -1.000  -4.000 | BX2,B2X3
V5:  -1.500   0.000  -4.667 | B,B2X3
V6:  -1.000   0.000  -4.833 | B,AB
V7:  -0.867  -0.133  -4.833 | A2BX4,AB
No edge from: A,AX
mu_A: -6.500 to -0.867 eV
mu_B: -9.500 to 0.000 eV
mu_X: -4.833 to 0.000 eV
Subsets solved exhaustively: 36
MARGINAL H = -15.100 eV: marginal, segment ends:
V1:  -6.100  -9.000   0.000 | X,BX2,A2BX4
V2:  -2.100  -1.000  -4.000 | BX2,B2X3,A2BX4
UNSTABLE H = -15.0 eV: empty, t = -0.0200 eV/atom
Products: 0.500 BX2 + 0.500 A2BX4
Energy released: 0.100 eV
Without A2BX4: stable, t = 0.1000 eV/atom, 5 vertices
QUATERNARY host A2BCX4: H = -5.0
  A2X -1.0, AX -0.6, BX -2.0, CX -1.2, CX2 -1.5, A2CX3 -2.6
D = -4.600 eV; t = 0.0500 eV/atom
Cheapest mixture: 1.000 BX + 1.000 A2CX3
Vertices 10, edges 15, faces 7
No face from: A,B,C
Vertices: mu_A mu_B mu_C mu_X | coexisting phases
V1:  -0.750  -2.000  -1.500   0.000 | X,BX,CX2
V2:  -0.600  -2.300  -1.500   0.000 | X,AX,CX2
V3:  -0.600  -2.000  -1.800   0.000 | X,AX,BX
V4:  -0.500  -2.300  -1.300  -0.100 | AX,CX2,A2CX3
V5:  -0.400  -2.200  -1.200  -0.200 | A2X,AX,A2CX3
V6:  -0.400  -1.800  -1.600  -0.200 | A2X,AX,BX
V7:  -0.600  -1.700  -0.900  -0.300 | BX,CX,CX2
V8:  -0.400  -2.100  -0.900  -0.300 | CX,CX2,A2CX3
V9:  -0.300  -2.000  -0.800  -0.400 | A2X,CX,A2CX3
V10:  -0.100  -1.200  -0.400  -0.800 | A2X,BX,CX
```
